# Avalanche triggering probabilities of electrons and holes above breakdown, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: one short step of one carrier

### What dimension and symmetry fix

A diode biased above breakdown can turn one free carrier into a macroscopic current pulse, but it does so only with some probability. Let the high-field layer occupy $0<x<W$, with the p side at $x=0$ and the n side at $x=W$. The electric field points towards $-x$, so electrons drift towards $+x$ and holes towards $-x$. Let $P_e(x)$ and $P_h(x)$ be the probabilities that a single electron, or a single hole, released at $x$ starts an avalanche that never dies out.

These probabilities are pure numbers. The material enters through the ionization coefficients $\alpha(x)$ for electrons and $\beta(x)$ for holes, which are probabilities of ionization per unit length. When an electron advances by $dx$, the only thing that can happen to it in the model is an ionization of probability $\alpha\,dx$. What the products do afterwards is already contained in $P_e$ and $P_h$ at that place. The change of $P_e$ must therefore have the form

$$\frac{dP_e}{dx}=-\alpha\,G(P_e,P_h),$$

where $G$ is a dimensionless function of two probabilities.

The hole equation then follows from a symmetry. Reflect the layer, $x\to W-x$, and exchange the names of the carriers. The reflected layer has electron coefficient $\tilde\alpha(x)=\beta(W-x)$ and probabilities $\tilde P_e(x)=P_h(W-x)$, $\tilde P_h(x)=P_e(W-x)$. It obeys the same law, $\tilde P_e'=-\tilde\alpha\,G(\tilde P_e,\tilde P_h)$. Since $P_h(x)=\tilde P_e(W-x)$, the chain rule supplies one minus sign, and

$$\frac{dP_h}{dx}=+\beta\,G(P_h,P_e).$$

One function $G$ thus governs both carriers, with opposite signs because they travel in opposite directions. What remains is to find $G$.

### The model

The following assumptions are used throughout.

- The coefficients are local: the chance of ionizing in $dx$ depends on $x$ and not on the carrier's history. In particular, a carrier needs no run-up distance after an ionization before it can ionize again.
- An ionization adds one electron and one hole at the same place, and the ionizing carrier continues.
- Carriers act independently, and the field stays fixed while the fate of the avalanche is being decided.
- No carrier is lost inside the layer. Carriers that leave it do not return.
- $\alpha$ and $\beta$ are positive and continuous for $0\le x\le W$.

"Never dies out" is an idealization. In a real diode the growing current eventually lowers the field, and an external circuit quenches the pulse. The idealization is good when the avalanche has become too large to die by chance before the field begins to respond.

### The coupled equations

It is easier to follow extinction than survival, because a family of carriers dies out if and only if the line of each member dies out. For independent carriers the extinction probabilities multiply. Define

$$Q_e=1-P_e,\qquad Q_h=1-P_h .$$

An electron at $x$ moves to $x+dx$. With probability $1-\alpha\,dx$ it does not ionize, and its extinction probability becomes $Q_e(x+dx)$. With probability $\alpha\,dx$ it ionizes, leaving two electrons and one hole, whose joint extinction probability is $Q_e^2Q_h$. Up to terms of order $dx^2$,

$$Q_e(x)=(1-\alpha\,dx)\,Q_e(x+dx)+\alpha\,dx\,Q_e^2Q_h .$$

Insert $Q_e(x+dx)=Q_e+Q_e'\,dx$, cancel $Q_e$ on both sides and divide by $dx$:

$$0=Q_e'-\alpha Q_e+\alpha Q_e^2Q_h
\quad\Longrightarrow\quad Q_e'=\alpha Q_e(1-Q_eQ_h).$$

A hole moves from $x$ to $x-dx$, and its ionization leaves two holes and one electron:

$$Q_h(x)=(1-\beta\,dx)\,Q_h(x-dx)+\beta\,dx\,Q_h^2Q_e .$$

Now $Q_h(x-dx)=Q_h-Q_h'\,dx$, so

$$0=-Q_h'-\beta Q_h+\beta Q_h^2Q_e
\quad\Longrightarrow\quad Q_h'=-\beta Q_h(1-Q_eQ_h).$$

The combination in brackets has a direct meaning. A pair created at $x$ fails only if both its members fail, so the triggering probability of a pair is

$$S=1-Q_eQ_h=P_e+P_h-P_eP_h .$$

With $P_e'=-Q_e'$ and $P_h'=-Q_h'$ the coupled equations are

$$\boxed{\;\frac{dP_e}{dx}=-\alpha(1-P_e)S,\qquad \frac{dP_h}{dx}=\beta(1-P_h)S\;}$$

An electron released at $x=W$ leaves at once, and so does a hole released at $x=0$. Hence

$$P_e(W)=0,\qquad P_h(0)=0 .$$

The function left open by symmetry is $G(a,b)=(1-a)(a+b-ab)$. The factor $1-a$ says that an ionization matters only if the original carrier would otherwise have failed. The other factor says that the new pair must then succeed.

### Reduction to one unknown number

The two conditions sit at opposite ends of the layer, but the system can still be integrated. Differentiate $S=1-Q_eQ_h$:

$$S'=-Q_e'Q_h-Q_eQ_h'=-(\alpha-\beta)\,Q_eQ_h\,S=-(\alpha-\beta)\,S(1-S).$$

The value $S=0$ throughout is a solution. It describes a diode that never triggers, and the differential equations do not exclude it at any voltage. For a solution with $0<S<1$, divide by $S(1-S)$. Since $d\ln[S/(1-S)]=dS/[S(1-S)]$,

$$\frac{d}{dx}\ln\frac{S}{1-S}=-(\alpha-\beta).$$

Write $\phi(x)=\int_0^x(\alpha-\beta)\,dx'$ and $p=P_e(0)$. At $x=0$ the hole contributes nothing, so $S(0)=p$. Integration from $0$ to $x$ gives

$$\frac{S}{1-S}=\frac{p}{1-p}\,e^{-\phi(x)},\qquad
S(x)=\frac{p}{p+(1-p)e^{\phi(x)}} .$$

The number $p$ follows from the condition at the far end. An electron can cross the layer without ionizing, so $Q_e>0$, and its equation may be divided by $Q_e$ to give $(\ln Q_e)'=\alpha S$. Integrating from $x$ to $W$, where $Q_e=1$,

$$Q_e(x)=\exp\Big(-\int_x^W\alpha S\,dx'\Big).$$

In the same way $(\ln Q_h)'=-\beta S$ and $Q_h(0)=1$ give $Q_h(x)=\exp(-\int_0^x\beta S\,dx')$. At $x=0$ the first formula reads $1-p=\exp(-\int_0^W\alpha S\,dx)$, or

$$-\ln(1-p)=p\int_0^W\frac{\alpha\,dx}{p+(1-p)e^{\phi}} .$$

Conversely, a root $p$ of this equation yields a solution of the full system. Build $S$, $Q_e$ and $Q_h$ from the formulas above. Then $(\ln Q_eQ_h)'=(\alpha-\beta)S$, and also $[\ln(1-S)]'=-S'/(1-S)=(\alpha-\beta)S$. The two functions $Q_eQ_h$ and $1-S$ agree at $x=0$, so they agree everywhere.

To see when a non-zero root exists, divide by $p$ and take the difference of the two sides,

$$R(p)=-\frac{\ln(1-p)}{p}-\int_0^W\frac{\alpha\,dx}{p+(1-p)e^{\phi}} .$$

As $p\to0$ the first term tends to 1, so $R\to1-I$ with

$$I=\int_0^W\alpha\,e^{-\phi}\,dx .$$

As $p\to1$ the logarithm diverges while the integral stays finite, so $R\to+\infty$. If $I>1$, $R$ changes sign and a root exists. The second derivation shows that this root is unique, that it is the true probability, and that there is none for $I\le1$.

### Which carrier, and where

At the edges of the layer the pair probability reduces to that of one carrier: $S(0)=P_e(0)$ and $S(W)=P_h(W)$. The odds formula therefore compares the two kinds of injection directly:

$$\frac{P_e(0)/[1-P_e(0)]}{P_h(W)/[1-P_h(W)]}=\exp\int_0^W(\alpha-\beta)\,dx .$$

If $\alpha>\beta$ throughout, electrons entering from the p side trigger best, holes entering from the n side worst, and pairs created between them have intermediate values that fall steadily with $x$. If $\beta>\alpha$ throughout, the order is reversed.

If $\alpha=\beta$ everywhere, $S$ is constant, and the efficiency for pairs does not depend on where they are created. The claim that position matters thus needs $\alpha\ne\beta$ when it refers to pairs. For single carriers it holds in any case above breakdown: the coupled equations make $P_e$ fall and $P_h$ rise with $x$, because a carrier with less path ahead has fewer chances to ionize.

### A worked diode

Micrometres and volts are the natural units here. Take $W=1$ µm, a field magnitude $F$ that falls linearly by 10 V/µm from $x=0$ to $x=W$, and the model coefficients

$$\alpha=80\,e^{-120/F},\qquad \beta=160\,e^{-200/F}\quad\text{per µm},$$

with $F$ in V/µm. The condition $I=1$ gives a peak field of 37.265 V/µm, or $7.247\times10^{-5}$ atomic units. The breakdown voltage, meaning the total voltage across the layer with any built-in part included, is the area under the field, $37.265-\tfrac12\cdot10=32.265$ V.

At 4 V above breakdown the peak field is 41.265 V/µm, and $\alpha(0)=80\,e^{-2.908}=4.37$ per µm. The root is $p=0.847$, while $P_h(W)=0.362$. Their odds are $0.8474/0.1526=5.55$ and $0.3620/0.6380=0.567$, whose ratio 9.79 agrees with the exponential formula. In the middle of the layer $P_e=0.422$ and $P_h=0.291$, so a pair there has $S=1-0.578\times0.709=0.590$.

If the two coefficients are exchanged while the field is left as it is, $S(0)=0.312$ and $S(W)=0.816$. The preferred carrier has changed. The exchange also moves the breakdown voltage, so at this field the new diode is 3.2 V, not 4 V, above its own breakdown. The values are not those of the original diode in reverse order, because the full symmetry also requires the field to be reflected.

### Detection efficiency

Suppose each absorbed photon makes one pair. In the neutral p layer the electron is the minority carrier; assume that it always reaches $x=0$. Assume likewise that holes made in the neutral n layer always reach $x=W$. If $f_p$ and $f_n$ are the fractions of incident photons absorbed in these layers, $g(x)$ is the absorbed fraction per unit length in the depleted layer, and reflection is absent, then

$$\eta=f_pP_e(0)+\int_0^W g(x)S(x)\,dx+f_nP_h(W).$$

Divided by the total absorbed fraction, this is a weighted mean of $S$, with the edge values continued into the neutral layers. For $\alpha>\beta$ it must lie between $P_h(W)$ and $P_e(0)$.

Let the neutral layers be 0.5 µm (p) and 2 µm (n) thick, and the excess voltage 4 V. Light with an absorption length of 0.2 µm entering through the p layer leaves 0.918 of its photons there. They contribute $0.918\times0.847=0.778$, and the total is $\eta=0.840$. The same light entering through the n layer creates almost only injected holes, and $\eta=0.362$. Practically every photon is absorbed in both cases. The factor 2.3 between them comes from the carrier that starts the avalanche.

With an absorption length of 5 µm, a fraction 0.503 is absorbed from either side, and the efficiencies are 0.268 and 0.235. The contrast is weaker because the light is now absorbed more evenly, so the shares of the three regions are more alike for the two directions.

## Second derivation: the family tree of a pair

### Symbols and results carried over

Electrons drift towards $+x$ and holes towards $-x$ in $0<x<W$, with ionization coefficients $\alpha(x)$ and $\beta(x)$. The probabilities of an endless avalanche are $P_e$ for an electron, $P_h$ for a hole and $S=P_e+P_h-P_eP_h$ for a pair. The first derivation gave

$$P_e'=-\alpha(1-P_e)S,\quad P_h'=\beta(1-P_h)S,\quad P_e(W)=P_h(0)=0 .$$

With $\phi=\int_0^x(\alpha-\beta)dx'$ and $p=P_e(0)$, every solution other than zero has $S/(1-S)=e^{-\phi}p/(1-p)$, so it is positive on the whole closed layer. Such a solution exists if $I=\int_0^W\alpha e^{-\phi}dx>1$. Three questions were left open: whether it is unique, whether nature chooses it rather than $S=0$, and what happens for $I\le1$.

### Counting the offspring of one pair

Instead of a short step, follow both members of a pair until they leave the layer. A pair is born at $x$. Its electron travels from $x$ to $W$, and because ionization does not stop it, it covers this whole path. In each element $dx'$ it creates a new pair with probability $\alpha(x')dx'$, independently of what it did elsewhere. The hole covers the path from $x$ to $0$ and creates pairs with probability $\beta(x')dx'$. The pairs made directly by these two carriers are the first generation. Each of them starts a family of its own in the same way.

The original pair fails if none of its direct offspring starts an endless family. Take the electron first. The element $dx'$ produces a successful offspring with probability $\alpha(x')S(x')dx'$. The elements are independent, so the probability that none does so is a product:

$$\prod_{x'}\big[1-\alpha(x')S(x')\,dx'\big]\;\longrightarrow\;\exp\Big(-\int_x^W\alpha S\,dx'\Big),$$

since $\ln(1-\epsilon)=-\epsilon+O(\epsilon^2)$ and the second-order terms vanish as the elements shrink. This is the Poisson law for the number of successful offspring to be zero. For single carriers it gives

$$P_e(x)=1-\exp\Big(-\int_x^W\alpha S\,dx'\Big),\qquad
P_h(x)=1-\exp\Big(-\int_0^x\beta S\,dx'\Big).$$

For the pair both exponentials multiply, and

$$\boxed{\;S=1-e^{-KS},\qquad (KS)(x)=\int_x^W\alpha S\,dx'+\int_0^x\beta S\,dx'\;}$$

The linear operator $K$ has a plain meaning: $(Kf)(x)$ is the mean of the sum of $f$ over all direct offspring of a pair born at $x$.

The short-step argument has given coupled equations for the triggering probabilities, with a non-zero solution when $I>1$, and the family tree has given the integral equation $S=1-e^{-KS}$. It remains to recover the coupled equations from the family tree, to show which solution is the true one and whether it is unique, and to settle what happens for $I\le1$.

Numbers in the example were calculated in double precision.
